# Shifted sinc functions as an orthonormal basis for band-limited functions

## The form fixed by scale and translation

Take a uniform grid of points $x_j=jh$ on a line, with $j$ any integer, and look for one normalized function $s_j$ per point. Normalization, $\int|s_j|^2dx=1$, gives $s_j$ the dimension length$^{-1/2}$. If $h$ is the only length available, and if a shift of the grid by $h$ is to turn each function into the next, then

$$s_j(x)=h^{-1/2}F(x/h-j),$$

with $F$ a dimensionless function of a pure number. The same scale argument makes the largest wave number a number times $1/h$. We take it to be $K=\pi/h$, where $\cos Kx$ changes sign from each grid point to the next.

A shift by $jh$ multiplies the amplitude of the plane wave $e^{ikx}$ by $e^{-ikjh}$ and leaves its modulus alone. The simplest choice that favours no wave number in the band gives all of them equal amplitudes, in phase at the centre of the function. This choice gives

$$F(t)=\frac{1}{2\pi}\int_{-\pi}^{\pi}e^{iqt}\,dq=\frac{\sin\pi t}{\pi t}\equiv\operatorname{sinc}t,\qquad \operatorname{sinc}0=1 .$$

The prefactor $1/2\pi$ makes $F(0)=1$; Lemma 2 shows that it also gives unit norm.

## Conventions and theorem

The inner product is $\langle f|g\rangle=\int f^*g\,dx$, the norm is $\|f\|=\langle f|f\rangle^{1/2}$, and

$$\hat f(k)=\frac{1}{\sqrt{2\pi}}\int f(x)e^{-ikx}dx .$$

Let $B$ be the space of square-integrable functions with $\hat f(k)=0$ for $|k|>K$. Two standard facts are assumed: the Fourier transform is a unitary map of the square-integrable functions onto themselves, and continuous periodic functions approximate any square-integrable function on an interval of one period as closely as desired in norm.

**Theorem.** Let $s_j(x)=h^{-1/2}\operatorname{sinc}(x/h-j)$.

1. The $s_j$ are orthonormal, and cardinal: $s_j(lh)=\delta_{jl}/\sqrt h$.
2. They are complete in $B$. Every $f$ in $B$ satisfies
$$f(x)=\sum_j f(jh)\operatorname{sinc}(x/h-j),\qquad \|f\|^2=h\sum_j|f(jh)|^2,$$
with convergence both in norm and uniformly in $x$.
3. The Fourier transform maps $B$ unitarily onto the square-integrable functions on $(-K,K)$, and maps $s_j$ to $u_j(k)=\sqrt{h/2\pi}\,e^{-ikjh}$.
4. Products of three such functions have the same properties for the cube $|k_x|,|k_y|,|k_z|\le K$.

Part 3 is the precise meaning of equivalence to plane waves on an infinite line. A single plane wave there has infinite norm, so it is not a basis vector. In a periodic cell it is one, and the equivalence becomes a finite unitary matrix, as shown below.

## Three lemmas

**Lemma 1 (point values).** Every $f$ in $B$ has a continuous version, and $|f(x)|\le\|f\|/\sqrt h$.

*Proof.* By the Cauchy–Schwarz inequality,

$$\int_{-K}^{K}|\hat f|\,dk\le\sqrt{2K}\,\|\hat f\|=\sqrt{2K}\,\|f\| .$$

The inverse transform $f(x)=(2\pi)^{-1/2}\int_{-K}^{K}\hat f(k)e^{ikx}dk$ therefore converges at every $x$. Its modulus is at most $\sqrt{2K/2\pi}\,\|f\|=\|f\|/\sqrt h$, because $K/\pi=1/h$. Since $|e^{ikx}-e^{iky}|\le K|x-y|$ in the band, the same estimate gives $|f(x)-f(y)|\le K|x-y|\,\|f\|/\sqrt h$, so $f$ is continuous. ∎

This version is used from now on. Without it, the value of $f$ at a grid point would have no meaning.

**Lemma 2 (spectrum and orthonormality).** The transform of $s_j$ is $u_j$ inside the band and zero outside, and $\langle s_i|s_j\rangle=\delta_{ij}$.

*Proof.* Put $y=x-jh$. The inverse transform of $u_j$ is

$$\frac{1}{\sqrt{2\pi}}\sqrt{\frac{h}{2\pi}}\int_{-K}^{K}e^{iky}dk=\frac{\sqrt h}{2\pi}\,\frac{2\sin Ky}{y}=\frac{1}{\sqrt h}\,\frac{\sin(\pi y/h)}{\pi y/h}=s_j(x).$$

Since the transform preserves inner products,

$$\langle s_i|s_j\rangle=\int_{-K}^{K}u_i^*u_j\,dk=\frac{h}{2\pi}\int_{-K}^{K}e^{ik(i-j)h}dk .$$

For $i=j$ this is $2Kh/2\pi=1$. For $i\ne j$ it is $\sin[\pi(i-j)]/[\pi(i-j)]=0$. ∎

**Lemma 3 (completeness of the exponentials).** The functions $u_j$ form a complete orthonormal set on $(-K,K)$.

*Proof.* Let $\theta=kh$, which runs over $(-\pi,\pi)$. For a continuous function $g(\theta)$ of period $2\pi$, define $c_n=(2\pi)^{-1}\int_{-\pi}^{\pi}g(\varphi)e^{-in\varphi}d\varphi$ and the weighted sum

$$\sigma_M(\theta)=\sum_{|n|<M}\left(1-\frac{|n|}{M}\right)c_ne^{in\theta}=\frac{1}{2\pi}\int_{-\pi}^{\pi}F_M(\varphi)\,g(\theta-\varphi)\,d\varphi .$$

The second form follows by inserting $c_n$ and shifting the integration variable by periodicity. Here

$$F_M(\varphi)=\sum_{|n|<M}\left(1-\frac{|n|}{M}\right)e^{in\varphi}=\frac1M\left|\sum_{p=0}^{M-1}e^{ip\varphi}\right|^2=\frac{\sin^2(M\varphi/2)}{M\sin^2(\varphi/2)} .$$

The middle equality holds because the squared modulus contains $e^{i(p-q)\varphi}$, and $M-|n|$ pairs $(p,q)$ have $p-q=n$. The last is the geometric sum.

Thus $F_M\ge0$. Its mean over a period is 1, since only the $n=0$ term survives integration. Choose $0<\delta<\pi$, let $\omega(\delta)$ be the largest change of $g$ over a distance up to $\delta$, and let $G=\max|g|$. Splitting the integral at $|\varphi|=\delta$ gives

$$|\sigma_M(\theta)-g(\theta)|\le\frac1{2\pi}\int_{-\pi}^{\pi}F_M(\varphi)\,|g(\theta-\varphi)-g(\theta)|\,d\varphi\le\omega(\delta)+\frac{2G}{M\sin^2(\delta/2)} .$$

A continuous periodic function is uniformly continuous, so a small $\delta$ makes the first term small; a large $M$ then makes the second small. Hence $\sigma_M\to g$ uniformly, and therefore in norm. For $g=|\theta|$ the largest error found on a grid of 2048 points falls from 0.344 at $M=8$ to 0.018 at $M=256$. The grid omits the kinks at $\theta=0$ and $\pm\pi$, where the error is largest. The exact coefficients are $c_0=\pi/2$, $c_n=-2/(\pi n^2)$ for odd $n$ and zero for the other $n$. Then $\sigma_M-g=\sum_{n\ \mathrm{odd},\,n>0}\min(n/M,1)\,(4/\pi n^2)\cos n\theta$ has positive weights, so its modulus peaks at the kinks, with true maxima 0.346 and 0.0194.

By the assumed approximation property, finite sums of exponentials now approximate every square-integrable $g$ on the band. Let $P_Jg=\sum_{|j|\le J}\langle u_j|g\rangle u_j$. The difference $g-P_Jg$ is orthogonal to $u_j$ for $|j|\le J$, so any combination $q$ of these functions obeys

$$\|g-q\|^2=\|g-P_Jg\|^2+\|P_Jg-q\|^2 .$$

No such $q$ is closer to $g$ than $P_Jg$. Since some $q$ comes arbitrarily close once $J$ is large enough, $\|g-P_Jg\|\to0$. Setting $q=0$ gives $\|g\|^2=\|g-P_Jg\|^2+\sum_{|j|\le J}|\langle u_j|g\rangle|^2$, whose limit is $\|g\|^2=\sum_j|\langle u_j|g\rangle|^2$. ∎

## Proof of the theorem on the line

Orthonormality is Lemma 2. At $x=lh$ the sinc has the integer argument $l-j$, so it is 1 for $l=j$ and 0 otherwise. This proves part 1.

For $f$ in $B$, preservation of the inner product gives

$$\langle s_j|f\rangle=\int_{-K}^{K}u_j^*\hat f\,dk=\sqrt{\frac{h}{2\pi}}\int_{-K}^{K}\hat f(k)e^{ikjh}dk=\sqrt h\,f(jh).$$

The factor $\sqrt{2\pi}$ from the inverse transform has cancelled. An integral over the whole line has become one sample because $f$ contains no wave outside the band.

Apply Lemma 3 to $g=\hat f$ and transform back. The truncated sum

$$f_J(x)=\sum_{|j|\le J}\sqrt h\,f(jh)\,s_j(x)=\sum_{|j|\le J}f(jh)\operatorname{sinc}(x/h-j)$$

converges to $f$ in norm, and $\|f\|^2=h\sum_j|f(jh)|^2$. The error $f-f_J$ also lies in $B$, so Lemma 1 gives

$$|f(x)-f_J(x)|\le\frac{\|f-f_J\|}{\sqrt h}=\left(\sum_{|j|>J}|f(jh)|^2\right)^{1/2}.$$

The right side does not depend on $x$ and tends to zero, which proves uniform convergence and part 2.

For part 3, the transform preserves inner products. It reaches every square-integrable function on $(-K,K)$, because such a function, extended by zero, is the transform of a member of $B$. Lemma 2 gives the image of $s_j$. ∎

**Remark (plane waves from sincs).** Fix $x$ and regard $e^{ikx}$ as a function of $k$ on the band. The functions $u_j^*=u_{-j}$ are also a complete set. The coefficient on $u_j^*$ is $\int_{-K}^{K}u_je^{ikx}dk=\sqrt{2\pi}\,s_j(x)$, so

$$e^{ikx}=\sum_j e^{ikjh}\operatorname{sinc}(x/h-j)$$

in mean square over $k$. Since $2\pi s_j^2=2K\operatorname{sinc}^2(x/h-j)$, the mean-square remainder over the band is $1-\sum_{|j|\le J}\operatorname{sinc}^2(x/h-j)$. Halfway between grid points, at $x=h/2$, it is 0.037 for $J=5$ and 0.0099 for $J=20$.

**Remark (square integrability).** The function $\sin(\pi x/h)$ is bounded and contains only the wave numbers $\pm K$, yet it vanishes at every grid point. The sampling series would return zero. There is no contradiction, since this function has infinite norm and is not in $B$.

## A worked function

Take $h=0.5$ bohr, so $K=6.283$ bohr$^{-1}$, and

$$f(x)=\operatorname{sinc}^2\left(\frac{x-a}{2h}\right),\qquad a=0.15\ \text{bohr}.$$

To see that $f$ is in $B$, put $y=x-a$ and integrate by parts:

$$\frac1K\int_{-K}^{K}\left(1-\frac{|k|}{K}\right)e^{iky}dk=\frac2K\int_0^K\left(1-\frac kK\right)\cos ky\,dk=\frac{2(1-\cos Ky)}{K^2y^2}=\operatorname{sinc}^2\frac{y}{2h}.$$

The last step uses $1-\cos Ky=2\sin^2(Ky/2)$. Hence $\hat f(k)=(\sqrt{2\pi}/K)(1-|k|/K)e^{-ika}$, a triangle that just fills the band, and

$$\|f\|^2=\frac{2\pi}{K^2}\cdot\frac{2K}{3}=\frac{4h}{3}=0.6667\ \text{bohr}.$$

The samples for $j=-2,\ldots,2$ are 0.01579, 0.19039, 0.92814, 0.65664 and 0.02890. At $x=0.25$ bohr, $x/h=1/2$, and the corresponding sinc values are $2/5\pi$, $-2/3\pi$, $2/\pi$, $2/\pi$ and $-2/3\pi$. The five-term sum is

$$\frac2\pi(0.92814+0.65664)-\frac{2}{3\pi}(0.19039+0.02890)+\frac{2}{5\pi}(0.01579)=0.9644,$$

against the exact $f=0.9675$. The squares of the five samples add to 1.3299, while all the squares add to $\|f\|^2/h=1.3333$. The error at any $x$ is therefore at most $\sqrt{1.3333-1.3299}\approx0.058$. The largest error found on a fine grid with $|x|\le20$ bohr is 0.044. With $|j|\le8$ the bound is 0.0083 and the largest error found is 0.0043.

**Remark (too wide a band).** Let $w(x)=\operatorname{sinc}^2(x/h)$. Replacing $K$ by $2K$ and $a$ by 0 above gives $\hat w(k)=(\sqrt{2\pi}/2K)(1-|k|/2K)$ for $|k|\le2K$. Its coefficient on $s_0$ is

$$\langle s_0|w\rangle=\frac{\sqrt h}{2K}\int_{-K}^{K}\left(1-\frac{|k|}{2K}\right)dk=\frac{\sqrt h}{2K}\left(2K-\frac K2\right)=\frac34\sqrt h ,$$

whereas the sample gives $\sqrt h\,w(0)=\sqrt h$. The norm fails too: $\|w\|^2=2h/3=0.333$ bohr, but the samples give $h=0.5$ bohr. On the grid $w$ cannot be told from $\operatorname{sinc}(x/h)$, since both are 1 at the origin and 0 at the other points. Interpolating samples and projecting onto $B$ are then different operations.

## Three dimensions: the cube

Let $\mathbf r_{\mathbf j}=h(j_1,j_2,j_3)$ and $S_{\mathbf j}(\mathbf r)=s_{j_1}(x)s_{j_2}(y)s_{j_3}(z)$. The transform factorizes into

$$\hat S_{\mathbf j}(\mathbf k)=u_{j_1}(k_x)u_{j_2}(k_y)u_{j_3}(k_z)=\left(\frac{h}{2\pi}\right)^{3/2}e^{-i\mathbf k\cdot\mathbf r_{\mathbf j}}$$

inside the cube and zero outside. Orthonormality and cardinality follow factor by factor, with $S_{\mathbf j}(\mathbf r_{\mathbf l})=h^{-3/2}\delta_{\mathbf{jl}}$.

For completeness, let $G(\mathbf k)$ be square-integrable on the cube. For almost every $(k_x,k_y)$, Lemma 3 along $k_z$ gives

$$\int|G|^2dk_z=\sum_{j_3}|G_{j_3}(k_x,k_y)|^2,\qquad G_{j_3}=\int u_{j_3}^*G\,dk_z .$$

Integrate over $k_x$ and $k_y$; sum and integral may be exchanged because all terms are non-negative. Repeating the step along $k_y$ and $k_x$ yields $\|G\|^2=\sum_{\mathbf j}|\langle\hat S_{\mathbf j}|G\rangle|^2$. The squared norm of what a finite expansion omits is $\|G\|^2$ minus the included terms, so it tends to zero. This proves part 4; the argument for samples carries over with coefficients $h^{3/2}f(\mathbf r_{\mathbf j})$, and that for uniform convergence with $h^{3/2}$ in place of $\sqrt h$. ∎

The region is a cube because each Cartesian wave number is limited separately. In atomic units the kinetic energy of a plane wave is $k^2/2$: at a face centre it is 19.74 hartree (537.1 eV), and at a corner, where $k^2=3K^2$, it is 59.22 hartree (1611 eV). The product sinc has uniform spectral weight in the cube, so the inscribed sphere holds the fraction $(4\pi K^3/3)/(8K^3)=\pi/6=0.524$. Functions limited to that sphere are included in the sinc space, but they do not fill it.

## Periodic cells: a finite unitary matrix

**Proposition.** Let $L=Nh$ with $N=2M+1$ odd, $k_m=2\pi m/L$ with $|m|\le M$, and $\chi_m(x)=L^{-1/2}e^{ik_mx}$. For $j=0,\ldots,N-1$ the functions

$$D_j=\sum_mU_{mj}\chi_m,\qquad U_{mj}=N^{-1/2}e^{-ik_mjh},$$

called psincs, are orthonormal and cardinal, and $U$ is unitary.

*Proof.* Multiplying $\sum_{m=-M}^{M}e^{im\alpha}$ by $e^{i\alpha/2}-e^{-i\alpha/2}$ cancels all but the end terms, so the sum is $\sin(N\alpha/2)/\sin(\alpha/2)$. With $\alpha=2\pi(i-j)/N$ and $i\ne j$ the numerator vanishes and the denominator does not; for $i=j$ the sum is $N$. Hence

$$(U^\dagger U)_{ij}=\frac1N\sum_me^{2\pi im(i-j)/N}=\delta_{ij},$$

where the $i$ multiplying $m$ in the exponent is the imaginary unit. As $U$ is square, $UU^\dagger=1$ too. The $\chi_m$ are orthonormal in the cell, so the $D_j$ are as well. With $\alpha=2\pi(x-jh)/L$,

$$D_j(x)=\frac{1}{\sqrt{NL}}\,\frac{\sin[\pi(x-jh)/h]}{\sin[\pi(x-jh)/L]} ,$$

read as its limit where the denominator vanishes. At grid points the sum is $N\delta_{jl}$, so $D_j(lh)=\sqrt{N/L}\,\delta_{jl}=\delta_{jl}/\sqrt h$. ∎

In three dimensions the matrix is the product of three such factors. For $N=5$ it links 125 psincs to 125 plane waves, with every amplitude of modulus $5^{-3/2}=0.0894$. The largest $k_m$ is $(N-1)K/N=5.027$ bohr$^{-1}$, short of $K$. Intervals of width $2\pi/L$ centred on the $k_m$ nevertheless cover the band, since $N\cdot2\pi/L=2K$.

At fixed $y=x-jh$ and $h$, the ratio $D_j/s_j$ is $z/\sin z$ with $z=\pi y/L$, wherever $s_j\ne0$. It tends to 1 as $L\to\infty$, with leading relative correction $z^2/6$. At $y=0.75$ bohr the sinc is $-0.3001$ bohr$^{-1/2}$; the psinc is $-0.3496$ for $N=5$ and $-0.3002$ for $N=125$.

**Remark (even $N$).** Now $+K$ and $-K$ give the same values on the grid. Keeping one of them preserves unitarity but makes the functions complex. Sharing the edge wave equally gives the real functions

$$p_j=\frac{1}{\sqrt{NL}}\left[\sum_{|m|<N/2}e^{ik_m(x-jh)}+\cos\frac{\pi(x-jh)}{h}\right].$$

They are still cardinal: on the grid the cosine supplies the missing edge term. In the overlap, the inner waves contribute $\delta_{ij}-(-1)^{i-j}/N$, and the cosine contributes $(-1)^{i-j}(L/2)/(NL)$. The total is $\delta_{ij}-(-1)^{i-j}/(2N)$. For $N=4$ the self-overlap is 0.875 and the neighbour overlap 0.125, so orthonormality is lost. The numerical check integrates these overlaps directly, as it does those for odd $N$.

## Calculated quantities

```
grid spacing h = 0.50 bohr; centre a = 0.15 bohr
band edge K = 6.28319 1/bohr
kinetic energy at face centre = 19.7392 hartree = 537.13 eV
kinetic energy at cube corner = 59.2176 hartree = 1611.39 eV
largest overlap error, 5 sincs, |x| <= 2000 bohr = 2.53e-05
bound on the omitted tails = 5.07e-05
j = -2: sample f(jh) = 0.015791, integral <s_j|f>/sqrt(h) = 0.015791
j = -1: sample f(jh) = 0.190386, integral <s_j|f>/sqrt(h) = 0.190386
j =  0: sample f(jh) = 0.928135, integral <s_j|f>/sqrt(h) = 0.928135
j =  1: sample f(jh) = 0.656638, integral <s_j|f>/sqrt(h) = 0.656638
j =  2: sample f(jh) = 0.028904, integral <s_j|f>/sqrt(h) = 0.028904
integral of f^2 = 0.666667 bohr; from samples = 0.666667 bohr
exact f(0.25 bohr) = 0.967531
|j| <= 2: sum at x = 0.964374, max error = 0.04418, bound = 0.05825
|j| <= 4: sum at x = 0.967071, max error = 0.01457, bound = 0.02269
|j| <= 8: sum at x = 0.967473, max error = 0.00427, bound = 0.00831
|j| <= 2000: sum at x = 0.967531
Fejer mean of |theta|, M = 8: max error = 0.34442
Fejer mean of |theta|, M = 64: max error = 0.06245
Fejer mean of |theta|, M = 256: max error = 0.01803
plane wave, |j| <= 5: mean-square remainder = 0.037046
plane wave, |j| <= 20: mean-square remainder = 0.009889
too wide a band: <s_0|f>/sqrt(h) = 0.750000, sample = 1.000000
too wide a band: integral of f^2 = 0.333333 bohr, from samples = 0.500000 bohr
spectral weight inside sphere: counted = 0.5236, pi/6 = 0.5236
periodic cell: N = 5 per axis, L = 2.50 bohr, largest k_m = 5.02655 1/bohr
3D: 125 psincs, 125 plane waves
amplitude modulus: 1D = 0.447214, 3D = 0.089443
3D unitarity error below 1e-11: True
sinc s_0(0.75 bohr) = -0.300105 bohr^-1/2
psinc, N = 5: -0.349613 bohr^-1/2
psinc, N = 25: -0.301890 bohr^-1/2
psinc, N = 125: -0.300177 bohr^-1/2
even N = 4: self-overlap = 0.875000, neighbour overlap = 0.125000
```
